# Dirac Landau levels, spin counting and the polarized electron gas

Q: A nonrelativistic electron in a uniform magnetic field has orbital levels and a spin energy, and the two are simply added. In the Dirac equation spin and motion are coupled from the start. What problem is to be solved, and can orbit and spin still be sorted out?

A: Take one free electron in a static field $B>0$ along $z$. I use atomic units, $\hbar=m=e=1$, so the electron has charge $-1$, the speed of light is $c\approx137$ and the rest energy is $c^2$. The kinetic momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$, with $\mathbf B=\nabla\times\mathbf A$. In these units $B$ is also the nonrelativistic cyclotron energy, and the magnetic length is $\ell=B^{-1/2}$. The Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2=\begin{pmatrix}c^2&cD\\ cD&-c^2\end{pmatrix},\qquad D=\boldsymbol\sigma\cdot\boldsymbol\pi .$$

The blocks act on two-component spinors. There is no electric potential, so everything about the field sits in the single operator $D$. Squaring $H$ removes the off-diagonal blocks, because $c^2\,cD+cD(-c^2)=0$:

$$H^2=c^4+c^2D^2 .$$

The first task is therefore $D^2$.

Q: Then $D^2$ is just $\pi^2$, since the Pauli matrices square to one.

A: It would be if the components of $\boldsymbol\pi$ commuted. Choose $A_z=0$ with $A_x,A_y$ depending on $x,y$ only. Then $\pi_z=p_z$ commutes with the other two, but

$$[\pi_x,\pi_y]=[p_x,A_y]+[A_x,p_y]=-i(\partial_xA_y-\partial_yA_x)=-iB .$$

In $D^2$ the cross terms in $x$ and $y$ carry $\sigma_x\sigma_y=i\sigma_z$ and $\sigma_y\sigma_x=-i\sigma_z$, so

$$D^2=\pi^2+i\sigma_z[\pi_x,\pi_y]=\pi^2+B\sigma_z .$$

The cross terms with $p_z$ cancel because $p_z$ commutes with $\pi_x,\pi_y$ while the Pauli matrices anticommute. The term $B\sigma_z$ is the spin magnetic energy, up to the factor $1/2$ in the nonrelativistic operator $D^2/2$. Its positive sign comes from the negative charge: spin along $\mathbf B$ costs energy.

Q: And the orbital part? I would like to see where its integers come from.

A: Define

$$a=\frac{\pi_x-i\pi_y}{\sqrt{2B}},\qquad a^\dagger=\frac{\pi_x+i\pi_y}{\sqrt{2B}} .$$

The commutator found above gives

$$[a,a^\dagger]=\frac{1}{2B}\big(i[\pi_x,\pi_y]-i[\pi_y,\pi_x]\big)=\frac{2i(-iB)}{2B}=1,$$

$$a^\dagger a=\frac{1}{2B}\big(\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]\big)=\frac{\pi_x^2+\pi_y^2-B}{2B}.$$

Hence $\pi_x^2+\pi_y^2=B(2a^\dagger a+1)$. If $a^\dagger a\psi=\nu\psi$ with $\psi$ normalized, then $\nu=\|a\psi\|^2\ge0$. Since $[a^\dagger a,a]=-a$, the state $a\psi$ has eigenvalue $\nu-1$. Repeated lowering would reach negative values unless it ends at a state with $a\psi=0$, so $\nu$ is an integer $N=0,1,2,\dots$

Write $\sigma_z=2s$ with $s=\pm\tfrac12$. Then

$$D^2=p_z^2+B(2N+1+2s)=p_z^2+2nB,\qquad n=N+\tfrac12+s .$$

Orbit and spin enter through one integer. A state with $N=n-1$ and spin up has the same $D^2$ as one with $N=n$ and spin down, because one orbital quantum costs as much as a spin flip. The value $n=0$ requires $N=0$ and spin down: there the orbital zero-point term $+B$ and the spin term $-B$ cancel.

Q: So $E^2=c^4+c^2p_z^2+2nBc^2$. But squaring loses information. How do you know that both signs of $E$ occur, and how many states each has?

A: The square alone does not tell. One has to diagonalize $D$ itself:

$$D=\begin{pmatrix}p_z&\sqrt{2B}\,a\\ \sqrt{2B}\,a^\dagger&-p_z\end{pmatrix}.$$

For $n\ge1$ take the two states $|n-1\rangle\!\uparrow$ and $|n\rangle\!\downarrow$. From $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a^\dagger|n-1\rangle=\sqrt n\,|n\rangle$, $D$ maps this pair into itself with the matrix

$$\begin{pmatrix}p_z&\sqrt{2nB}\\ \sqrt{2nB}&-p_z\end{pmatrix},\qquad \lambda=\pm\sqrt{p_z^2+2nB}.$$

The eigenvalues follow from zero trace and determinant $-(p_z^2+2nB)$. For $n=0$ there is just $|0\rangle\!\downarrow$, and since $a|0\rangle=0$, it is an eigenstate with the single value $\lambda=-p_z$.

Now let $D\chi=\lambda\chi$ and try the four-component state $(\xi\chi,\eta\chi)$. The equation $H\psi=E\psi$ becomes

$$E\xi=c^2\xi+c\lambda\eta,\qquad E\eta=c\lambda\xi-c^2\eta .$$

This is a two-by-two problem with zero trace and determinant $-(c^4+c^2\lambda^2)$, so each $\lambda$ gives one positive and one negative energy:

$$E=\pm\sqrt{c^4+c^2p_z^2+2nBc^2}.$$

The eigenvectors of $D$ span all two-component spinors, so no state of $H$ is missed. For a given $p_z$, orbit centre and sign of $E$, each level $n\ge1$ has two states and $n=0$ has one.

Q: I am suspicious of the lone state. Could a spin-up partner be hiding, with $a^\dagger u=0$ in place of $a|0\rangle=0$?

A: The commutator forbids it. For any state $u$ that is normalizable in the transverse plane,

$$\|a^\dagger u\|^2=\langle u|aa^\dagger|u\rangle=\|au\|^2+\|u\|^2\ge\|u\|^2 ,$$

so $a^\dagger u=0$ forces $u=0$. The asymmetry between the spins comes from the direction of the field and the sign of the charge.

Your suspicion does apply to numerical work. A finite square matrix and its adjoint have null spaces of equal dimension, so on a finite grid the zero mode of $a$ must acquire a false partner. In the numerical output it was recognized by its large value of $p^2+x^2$, measured in units of $\ell$ from the orbit centre, and removed. True states with $n\le4$ have at most $2N+1=9$ for this quantity, and the cut was set at 40. With that selection, direct diagonalization of $H$ gives the multiplicities $1,2,2,2,2$ for $n=0$ to $4$. This was tested at zero and nonzero $p_z$, in the latter case for both signs of the energy.

Q: Calling the lowest level nondegenerate still sounds wrong. Landau levels are hugely degenerate.

A: They are, in the position of the orbit; the statement concerns spin. In the gauge $\mathbf A=(0,Bx,0)$ write $\psi=e^{ik_yy}\varphi(x)$. Then $\pi_y=k_y+Bx=B(x-x_0)$ with $x_0=-k_y/B$. Changing $k_y$ merely shifts the orbit, so the energy cannot depend on it. The condition $a\varphi=0$ reads $\varphi'=-B(x-x_0)\varphi$, with the solution

$$\varphi_0(x)\propto e^{-(x-x_0)^2/2\ell^2}.$$

In a large area $L_xL_y$, periodic in $y$, $k_y$ has spacing $2\pi/L_y$ and the centres have spacing $2\pi/(BL_y)$. The number of centres within $L_x$ is $BL_xL_y/2\pi$, or $B/2\pi$ per area.

The orbital count can be checked independently on a lattice torus pierced by four flux quanta: the orbital part of $D^2/2$ at $p_z=0$ is diagonalized on the lattice, and the spin term $\pm B/2$ derived above is then added. It gives 4, 8 and 8 states at $n=0,1,2$: one orbital state per flux quantum, doubled by spin except at the bottom.

Q: Then the lowest level does depend on the field, through its degeneracy and the width of its Gaussian.

A: Yes. What does not depend on the field is its energy at fixed $p_z$:

$$E_0=\sqrt{c^4+c^2p_z^2},$$

which is the energy of a free particle moving along $z$. For the other positive levels, differentiating $E^2$ gives $dE/dB=nc^2/E>0$, so they all rise. "Lowest" refers to this positive branch. On the negative branch $n=0$ is the highest level at given $p_z$.

Some numbers show the contrast. Take $\ell=0.01$ Å, a field chosen to make relativity visible, for which $B/c^2=0.1491$. At $p_z=0$ the first level is

$$E_1=c^2\sqrt{1+2(0.1491)}=1.1394\times5.110\times10^5\ \text{eV}=5.822\times10^5\ \text{eV}.$$

Doubling $\ell$ to 0.02 Å divides the field by four. The orbital degeneracy drops from 1592 to 398 Å$^{-2}$, and $E_1$ falls to $5.297\times10^5$ eV. The $n=0$ energy stays at $5.110\times10^5$ eV; the diagonalized value differs from $c^2$ by less than $10^{-6}$ eV in both fields.

Motion along the field does change it. With $cp_z=c^2/2$ one finds $E_0=c^2\sqrt{1.25}=5.713\times10^5$ eV, whatever the field.

Q: You keep saying "spin down", yet $\Sigma_z$ does not commute with the Dirac Hamiltonian. What does the label mean?

A: For $n\ge1$, $s$ labels states of $D^2$, and it is not a conserved spin of $H$. One operator that does commute with $H$ is $\boldsymbol\Sigma\cdot\boldsymbol\pi$, which is $D$ in both diagonal blocks; its eigenvalues are the $\lambda$ above.

The size of the spin mixing is easy to find at $p_z=0$. There $D$ turns $|n-1\rangle\!\uparrow$ into $\sqrt{2nB}\,|n\rangle\!\downarrow$ and back. One energy eigenstate therefore has the upper part $\xi|n-1\rangle\!\uparrow$ and the lower part $\eta|n\rangle\!\downarrow$, with real $\xi,\eta$ and

$$E\xi=c^2\xi+c\sqrt{2nB}\,\eta,\qquad E\eta=c\sqrt{2nB}\,\xi-c^2\eta .$$

Multiply the first equation by $\xi$, the second by $\eta$, and subtract. The mixed terms cancel, and with $\xi^2+\eta^2=1$,

$$\langle\Sigma_z\rangle=\xi^2-\eta^2=\frac{c^2}{E}.$$

The second state, with both spins reversed, has $-c^2/E$. At $\ell=0.01$ Å and $n=1$ this is $\pm5.110/5.822=\pm0.878$, as the diagonalization confirms. For these two states the spin is nearly sharp in weak fields and loses sharpness as $nB/c^2$ grows. They are degenerate, however, so other choices are possible: their equal-weight superpositions that are eigenstates of $\boldsymbol\Sigma\cdot\boldsymbol\pi$ have $\langle\Sigma_z\rangle=0$ in any field.

The $n=0$ state is different. Its upper and lower parts are both multiples of $|0\rangle\!\downarrow$, so $\Sigma_z=-1$ holds without mixing, for every $p_z$. The spin points against $\mathbf B$. At positive energy the magnetic moment of the spin, the charge being negative, points along $\mathbf B$. The orbital moment cancels it: the total moment $-dE_0/dB$ is zero, because $E_0$ does not depend on the field.

Q: Does this reduce to the familiar equally spaced levels?

A: In weak fields, yes. At $p_z=0$ set $u=nB/c^2$ and use $\sqrt{1+2u}=1+u-\tfrac12u^2+\tfrac12u^3-\dots$:

$$E-c^2=nB-\frac{n^2B^2}{2c^2}+\frac{n^3B^3}{2c^4}-\dots$$

The first term is the nonrelativistic result $B(N+\tfrac12)+Bs$. The second lowers the levels and makes the spacing shrink upwards. At $\ell=0.1$ Å, where $B/c^2=0.0015$, what remains of the diagonalized energies after the first two terms agrees with the third to within 5 percent of that term, for $n=1$ to 4.

In the opposite limit, $2nB\gg c^2$, the rest energy drops out and $E\approx c\sqrt{2nB}$, so the levels follow $\sqrt n$. The field with $\ell=0.01$ Å lies between the two regimes. Its successive gaps, from the unrounded levels, are $7.12$, $6.34$ and $5.77\times10^4$ eV, whereas the nonrelativistic spacing would be a constant $7.62\times10^4$ eV.

Q: Does the single missing spin state matter for an electron gas? It is one level among many.

A: It matters most when few levels are filled. Consider noninteracting electrons at zero temperature in the positive levels, with Fermi energy $E_F$ including $c^2$, and define $p_F^2=(E_F^2-c^4)/c^2$. Level $n$ is filled for $|p_z|\le\sqrt{p_F^2-2nB}$. There are $dp_z/2\pi$ states per length along $z$ and $B/2\pi$ per transverse area, so the density is

$$\rho=\frac{B}{2\pi}\sum_n g_n\frac{2\sqrt{p_F^2-2nB}}{2\pi}=\frac{B}{2\pi^2}\sum_n g_n\sqrt{p_F^2-2nB},$$

with $g_0=1$, $g_n=2$ for $n\ge1$, and the sum running over $2nB\le p_F^2$.

As long as $p_F^2\le2B$, only $n=0$ is occupied and every electron has $\Sigma_z=-1$: the gas is fully spin polarized. The largest density for which this holds has $p_F=\sqrt{2B}$:

$$\rho_{\max}=\frac{B\sqrt{2B}}{2\pi^2}=\frac{1}{\sqrt2\,\pi^2\ell^3}.$$

For $\ell=0.01$ Å this is $1/(13.96\times10^{-6}\ \text{Å}^3)=7.16\times10^4$ Å$^{-3}$. The Fermi energy is then $5.822\times10^5$ eV, the bottom of the $n=1$ level.

Q: And with many levels filled, does the weight $g_0=1$ leave any trace?

A: Yes, in how fast the zero-field limit is approached; the limit itself is the same for any fixed $g_0$. With $g_0=1$ and $g_n=2$ the sum is twice a trapezoidal sum, whose first point has half weight. For $B\to0$ it becomes an integral:

$$\rho\to\frac{B}{\pi^2}\int_0^{p_F^2/2B}\!\sqrt{p_F^2-2nB}\;dn=\frac{B}{\pi^2}\,\frac{p_F^3}{3B}=\frac{p_F^3}{3\pi^2},$$

the density of the free gas with two spin states. Taking $g_0=2$ would add $Bp_F/2\pi^2$, which relative to the free density is $3B/2p_F^2$. At $p_F^2/2B=1000.5$ this is $7.5\times10^{-4}$, and the explicit sum shows just that error. With $g_0=1$ the relative error at the same point is $3\times10^{-6}$. It depends on where $p_F^2/2B$ lies between two integers, and at $p_F^2/2B=1000$ its size is $1\times10^{-5}$, still far below the error with $g_0=2$.

Q: One last doubt. The cancellation at $n=0$ needs the spin energy to match the orbital zero-point energy. The electron's magnetic moment is not quite the Dirac value.

A: That is where the field independence ends. The Dirac equation has $g=2$ built in. A small constant anomaly, $g=2(1+a_e)$, can be modelled by adding $\tfrac12a_eB\,\beta\Sigma_z$ to $H$. At $p_z=0$ the positive $n=0$ state has only an upper part, so $\beta=1$ and $\Sigma_z=-1$, and its energy becomes

$$E_0=c^2-\tfrac12a_eB .$$

With $a_e=0.00116$ and a weak field, $\ell=100$ Å, the shift is $-4.4\times10^{-7}$ eV, against a gap of $7.6\times10^{-4}$ eV to $n=1$. The level is still single in spin, but its energy now falls slowly with the field.

At $\ell=0.01$ Å the same term would give $-\tfrac12(0.00116)(7.62\times10^4)\approx-44$ eV. A shift of this size could already change the fourth figure of $E_1$, so the levels quoted for that field are those of the pure Dirac equation. The number is not a prediction, since a constant anomaly does not replace a radiative calculation in so strong a field. Electric potentials, interactions between the electrons and nonuniform fields also lie outside the derivation.

## Values computed for the example and the checks

```
rest energy c^2 = 510998.95 eV
ell = 0.01 angstrom: B (cyclotron energy) = 76199.64 eV, B/c^2 = 0.149119
  orbital states per area B/2pi = 1591.549 angstrom^-2
  n=0, pz=0: |E - c^2| from diagonalization = 0.000000 eV
ell = 0.02 angstrom: B (cyclotron energy) = 19049.91 eV, B/c^2 = 0.037280
  orbital states per area B/2pi = 397.887 angstrom^-2
  n=0, pz=0: |E - c^2| from diagonalization = 0.000000 eV
ell = 0.1 angstrom: B (cyclotron energy) = 762.00 eV, B/c^2 = 0.001491
  orbital states per area B/2pi = 15.915 angstrom^-2
  n=0, pz=0: |E - c^2| from diagonalization = 0.000000 eV
Levels at ell = 0.01 angstrom, pz = 0 (grid; formula; states):
  n=0: 510998.95 eV; 510998.95 eV; 1
  n=1: 582233.46 eV; 582233.46 eV; 2
  n=2: 645656.00 eV; 645656.00 eV; 2
  n=3: 703382.93 eV; 703382.93 eV; 2
Levels at ell = 0.02 angstrom, pz = 0 (grid; states):
  n=0: 510998.95 eV; 1
  n=1: 529706.42 eV; 2
  n=2: 547775.38 eV; 2
Levels at ell = 0.01 angstrom, c*pz = 255499.48 eV:
  n=0: 571314.20 eV; states 1
  n=1: 635826.85 eV; states 2
  n=2: 694371.41 eV; states 2
<Sigma_z>, ell=0.01 angstrom, pz=0, n=0: -1.0000
<Sigma_z>, same field, n=1 pair: -0.8777, 0.8777
torus with 4 flux quanta, states at n=0,1,2: [4, 8, 8]
gas test: p_F^2/(2B) = 1000.5
  relative density error, g0=1: 2.9e-06
  relative density error, g0=2: 7.5e-04
largest density with only n=0 filled, ell=0.01 angstrom: 71644.9 angstrom^-3
  Fermi energy there (with c^2) = 582233.46 eV
ell = 100 angstrom: E(n=1) - E(n=0) = 7.6200e-04 eV
electron moment anomaly a_e = 0.001160
  n=0 shift -a_e*B/2 at ell=100 angstrom = -4.418e-07 eV
```
